# X-ray structure factors in the projector augmented-wave method, part 1

(Sections cited here and not found follow in the second part.)

A PAW calculation works with smooth functions $\tilde\psi_{n\mathbf k}$ expanded in plane waves, and the Fourier coefficients of the smooth density $\tilde n=\sum f|\tilde\psi|^2$ come out of it at no cost. They are not what X-rays measure. In the model of germanium worked out at the end of this section, the $\mathbf G=0$ coefficient of $\tilde n$ is $8.34581$ electrons per cell, while the crystal has 64. Adding the 56 core electrons gives $64.34581$, still wrong, because $\tilde\psi$ is not normalized to one; at $\mathbf G\ne0$ it is wrong as well, because near the nuclei $\tilde\psi$ differs in shape from the true valence states and lacks, among other things, their nodes. The obvious repair, putting the all-electron density on a uniform grid, converges very slowly because that density varies on the scale $1/Z$ bohr near a nucleus and has a cusp there. The other repair, a sum of spherical atoms, gives exactly zero for the (222) reflection of a diamond-structure crystal, a reflection that, for nuclei at rest, exists because bonding makes the atoms aspherical. The way out is to transform each piece of the PAW density in the representation in which it is simple: plane waves for the smooth part, and radial functions times spherical harmonics for the parts bound to a nucleus.

### Definitions and conventions

Hartree atomic units are used, lengths in bohr, and structure factors are counted in electrons per primitive cell of volume $\Omega$. For a reciprocal-lattice vector $\mathbf G$,

$$F(\mathbf G)=\int_{\rm cell} n(\mathbf r)\,e^{i\mathbf G\cdot\mathbf r}\,d^3r ,\tag{1}$$

where $n$ is the total electron number density, summed over spin. This is the amplitude for elastic scattering in the kinematic (single-scattering) approximation, for nuclei at rest and photon energies far from absorption edges; Debye–Waller factors and anomalous dispersion are not included. The Bragg angle enters through $|\mathbf G|=4\pi\sin\theta/\lambda$. The sign of the exponent is the crystallographic one. Since $n$ is real, the opposite sign gives $F^*$, so a plane-wave code that defines $n(\mathbf G)$ with $e^{-i\mathbf G\cdot\mathbf r}$ delivers the complex conjugate. Mixing the two signs between the pieces of $F$ is an easy error to make. One form of it is to use opposite signs in the site phase and in the angular expansion. If the origin is an inversion centre, this reverses the aspherical terms of odd $L$ and leaves the even ones intact, as will be seen at (28).

The angular functions are real spherical harmonics. With $Y_{lm}$ the complex harmonics in the Condon–Shortley phase and $m>0$,

$$S_{l0}=Y_{l0},\quad S_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\quad S_{l,-m}=\frac{(-1)^mY_{lm}-Y_{l,-m}}{i\sqrt2}.\tag{2}$$

Because $Y_{l,-m}=(-1)^mY_{lm}^*$, these equal $\sqrt2(-1)^m\,{\rm Re}\,Y_{lm}$ and $\sqrt2(-1)^m\,{\rm Im}\,Y_{lm}$, which are real. We write (2) as $S_{lm}=\sum_{m'}U^{(l)}_{mm'}Y_{lm'}$; $U^{(l)}$ is unitary, so the $S_{lm}$ are orthonormal.

Each atom $a$ at $\mathbf R_a$ carries a sphere of radius $r_c$, and the spheres are assumed not to overlap. In coordinates relative to the nucleus, the all-electron partial waves, smooth partial waves and projectors are

$$\phi_i=\frac{u_i(r)}{r}S_{l_im_i},\quad \tilde\phi_i=\frac{\tilde u_i(r)}{r}S_{l_im_i},\quad \tilde p_i=\frac{p_i(r)}{r}S_{l_im_i},\tag{3}$$

with real radial functions, $u_i=\tilde u_i$ for $r\ge r_c$, $p_i=0$ for $r\ge r_c$, and $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. The index $i$ stands for $l_i$, $m_i$ and a label of the radial function. The valence states are defined by the PAW transformation

$$\psi=\tilde\psi+\sum_{a,\mathbf T}\left(\psi^{1}_{a\mathbf T}-\tilde\psi^{1}_{a\mathbf T}\right),\qquad \psi^1=\sum_i\phi_iP_i,\quad\tilde\psi^1=\sum_i\tilde\phi_iP_i,\tag{4}$$

where $P_i=\langle\tilde p_i|\tilde\psi\rangle$ is taken on the site in question and $\mathbf T$ runs over lattice vectors. The core electrons are frozen, with a spherical density $n_c^a(r)$ on each site.

### The density and the term that PAW drops

Outside all spheres $\psi=\tilde\psi$. Inside one sphere only that site's correction $\Delta=\psi^1-\tilde\psi^1$ is nonzero, because the spheres do not overlap. Write also $\delta=\tilde\psi-\tilde\psi^1$, the part of the smooth function that the partial waves fail to reproduce. Squaring $\psi=\tilde\psi+\Delta$ and then putting $\tilde\psi=\tilde\psi^1+\delta$ in the mixed term gives

$$|\psi|^2=|\tilde\psi|^2+2\,{\rm Re}(\tilde\psi^{1*}\Delta)+|\Delta|^2+2\,{\rm Re}(\delta^*\Delta).\tag{5}$$

The second and third terms complete a square: $|\tilde\psi^1+\Delta|^2=|\tilde\psi^1|^2+2\,{\rm Re}(\tilde\psi^{1*}\Delta)+|\Delta|^2$, and $\tilde\psi^1+\Delta=\psi^1$. Hence

$$|\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2+2\,{\rm Re}\left[(\tilde\psi-\tilde\psi^1)^*(\psi^1-\tilde\psi^1)\right].\tag{6}$$

The last term vanishes if the smooth partial waves are complete in the sphere, since then $\delta=0$ wherever $\Delta\ne0$. For a finite set it does not vanish in general. The PAW method defines its density without this term. We keep it under the name $x^a(\mathbf r)$, after summation over states, so that the size of the omission can be measured.

Sum (6) over bands and $\mathbf k$-points with factors $f_{n\mathbf k}$ that contain the occupation, the spin degeneracy and the $\mathbf k$-point weight. The partial waves are real and do not depend on the state, so $|\psi^1|^2=\sum_{ij}P_i^*P_j\,\phi_i\phi_j$, and

$$n^1_a-\tilde n^1_a=\sum_{ij}D^a_{ij}\left(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right),\qquad D^a_{ij}=\sum_{n\mathbf k}f_{n\mathbf k}\,P^{a*}_{i,n\mathbf k}P^a_{j,n\mathbf k}.\tag{7}$$

By Bloch's theorem the projection on the site $\mathbf R_a+\mathbf T$ is $e^{i\mathbf k\cdot\mathbf T}P^a_i$. The phase cancels in $P_i^*P_j$, so $D^a$ is the same in every cell. $D$ is Hermitian: its real part is symmetric and its imaginary part antisymmetric. The bracket in (7) is symmetric in $i,j$, so the imaginary part sums to zero and $D$ may be replaced by ${\rm Re}\,D$. This is also why one may keep a single member of each pair $\pm\mathbf k$ related by time reversal: the two members give complex-conjugate contributions to $D$. The total density is

$$n(\mathbf r)=\tilde n(\mathbf r)+\sum_{a,\mathbf T}\left[n^1_a-\tilde n^1_a+n^a_c+x^a\right](\mathbf r-\mathbf R_a-\mathbf T).\tag{8}$$

Here $\tilde n=\sum f|\tilde\psi|^2$ and nothing else. A code may store $\tilde n$ together with a smooth core density, or with the compensation charge. Whatever has been added must be subtracted again, or it is counted twice.

### From the cell to all space

Each site term in (8) is a lattice sum of a localized function $h$. In the term $\mathbf T$ substitute $\mathbf s=\mathbf r-\mathbf R-\mathbf T$:

$$\int_{\rm cell}\sum_{\mathbf T}h(\mathbf r-\mathbf R-\mathbf T)e^{i\mathbf G\cdot\mathbf r}d^3r=\sum_{\mathbf T}e^{i\mathbf G\cdot(\mathbf R+\mathbf T)}\int_{{\rm cell}-\mathbf R-\mathbf T}h(\mathbf s)e^{i\mathbf G\cdot\mathbf s}d^3s .$$

For a reciprocal-lattice vector $e^{i\mathbf G\cdot\mathbf T}=1$, and the shifted cells fill space exactly once, so

$$\int_{\rm cell}\sum_{\mathbf T}h(\mathbf r-\mathbf R-\mathbf T)\,e^{i\mathbf G\cdot\mathbf r}d^3r=e^{i\mathbf G\cdot\mathbf R}\int_{\mathbb R^3}h(\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}d^3s .\tag{9}$$

Nothing in (9) requires $h$ to fit into a cell or a sphere; it need only be absolutely integrable. The no-overlap condition was needed for (6), where wavefunctions are squared, but not here, where densities are added. Core tails may therefore overlap freely.

### The smooth term

With $\tilde\psi_{n\mathbf k}=\Omega^{-1/2}\sum_{\mathbf G'}c_{\mathbf G'}e^{i(\mathbf k+\mathbf G')\cdot\mathbf r}$, the factor $e^{i\mathbf k\cdot\mathbf r}$ cancels in the modulus squared:

$$|\tilde\psi|^2e^{i\mathbf G\cdot\mathbf r}=\frac1\Omega\sum_{\mathbf G',\mathbf G''}c^*_{\mathbf G''}c_{\mathbf G'}\,e^{i(\mathbf G'+\mathbf G-\mathbf G'')\cdot\mathbf r}.$$

The cell integral of the exponential is $\Omega$ if $\mathbf G''=\mathbf G'+\mathbf G$ and zero otherwise, so

$$\tilde n(\mathbf G)=\sum_{n\mathbf k}f_{n\mathbf k}\sum_{\mathbf G'}c^*_{\mathbf G'+\mathbf G}\,c_{\mathbf G'} .\tag{10}$$

If the basis is cut at $|\mathbf k+\mathbf G'|\le q_{\max}$, both coefficients are nonzero only for $|\mathbf G|\le2q_{\max}$. Beyond that, $F$ comes from the atom-centred terms alone.

### Expansion of the plane wave

The site integrals in (9) separate once $e^{i\mathbf G\cdot\mathbf r}$ is written in spherical harmonics. Let $x=Gr$ and $\mu=\hat{\mathbf G}\cdot\hat{\mathbf r}$. Legendre polynomials are complete on $[-1,1]$ with $\int P_LP_{L'}d\mu=2\delta_{LL'}/(2L+1)$, so

$$e^{ix\mu}=\sum_L(2L+1)\,a_L(x)P_L(\mu),\qquad a_L=\tfrac12\int_{-1}^1e^{ix\mu}P_L(\mu)\,d\mu .\tag{11}$$

Insert Rodrigues' formula $P_L=(2^LL!)^{-1}(d/d\mu)^L(\mu^2-1)^L$ and integrate by parts $L$ times. The boundary terms vanish because $(\mu^2-1)^L$ has zeros of order $L$ at $\pm1$. Each step gives a factor $-ix$, and $(-1)^L(\mu^2-1)^L=(1-\mu^2)^L$. Thus $a_L=i^Lb_L$ with

$$b_L(x)=\frac{x^L}{2^{L+1}L!}\int_{-1}^1(1-\mu^2)^Le^{ix\mu}\,d\mu .\tag{12}$$

To identify $b_L$, note first that $b_0=\sin x/x$. Then differentiate $x^{-L}b_L$, which brings down $i\mu$, use $\mu(1-\mu^2)^L=-[2(L+1)]^{-1}(d/d\mu)(1-\mu^2)^{L+1}$, and integrate by parts once, which changes the sign and gives a factor $ix$:

$$\frac{d}{dx}\frac{b_L}{x^L}=\frac{i\cdot ix}{2^{L+2}(L+1)!}\int_{-1}^1(1-\mu^2)^{L+1}e^{ix\mu}d\mu=-\frac{b_{L+1}}{x^L}.\tag{13}$$

Dividing by $-x$ shows that $b_{L+1}/x^{L+1}=(-x^{-1}d/dx)(b_L/x^L)$, and iteration gives $b_L=x^L(-x^{-1}d/dx)^L(\sin x/x)$, Rayleigh's formula for the spherical Bessel function $j_L$. The small-$x$ form follows from $\sin x/x=\sum_k(-1)^kx^{2k}/(2k+1)!$. The operator lowers the power by two and annihilates constants, so the first term to survive $L$ applications is $k=L$, with $(-x^{-1}d/dx)^Lx^{2L}=(-1)^L2^LL!$. Therefore

$$j_L(x)=\frac{2^LL!}{(2L+1)!}x^L\left[1+O(x^2)\right]=\frac{x^L}{(2L+1)!!}\left[1+O(x^2)\right],\qquad j_0=1-\frac{x^2}{6}+\dots\tag{14}$$

The Legendre polynomial is separated by the addition theorem. The kernel $K(\hat{\mathbf a},\hat{\mathbf b})=\sum_MS_{LM}(\hat{\mathbf a})S_{LM}(\hat{\mathbf b})$ is unchanged when both arguments are rotated together, because a rotation mixes the $S_{LM}$ of fixed $L$ by an orthogonal matrix. It therefore depends only on $\hat{\mathbf a}\cdot\hat{\mathbf b}$. With $\hat{\mathbf a}$ along $z$ it is a harmonic of degree $L$ in $\hat{\mathbf b}$ independent of azimuth, hence $K=\kappa P_L(\hat{\mathbf a}\cdot\hat{\mathbf b})$. Setting $\hat{\mathbf b}=\hat{\mathbf a}$, where $P_L(1)=1$, and integrating over the sphere gives $2L+1=4\pi\kappa$. Substituting $(2L+1)P_L=4\pi K$ in (11),

$$e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}i^L\,j_L(Gr)\,S_{LM}(\hat{\mathbf G})\,S_{LM}(\hat{\mathbf r}).\tag{15}$$

The same expansion supplies the projections needed in (7). With $\mathbf q=\mathbf k+\mathbf G'$ and $\mathbf r=\mathbf R_a+\mathbf s$, orthonormality picks $L=l_i$, $M=m_i$ from (15), and the volume element $s^2ds$ times $p_i/s$ leaves $s\,p_i$:

$$P^a_i=\frac{4\pi\,i^{l_i}}{\sqrt\Omega}\sum_{\mathbf G'}c_{\mathbf G'}\,e^{i\mathbf q\cdot\mathbf R_a}S_{l_im_i}(\hat{\mathbf q})\int_0^{r_c}p_i(s)\,j_{l_i}(qs)\,s\,ds .\tag{16}$$

### The one-centre term

Apply (9) to (7) and call the integral over all space $\Delta F^a(\mathbf G)$. By (3),

$$\phi_i\phi_j-\tilde\phi_i\tilde\phi_j=\frac{u_iu_j-\tilde u_i\tilde u_j}{r^2}\,S_{l_im_i}S_{l_jm_j},$$

which vanishes for $r\ge r_c$. The factor $r^{-2}$ cancels the $r^2$ of $d^3r=r^2dr\,d\hat{\mathbf r}$. Multiplying by (15) and doing the radial and angular integrals separately,

$$\Delta F^a(\mathbf G)=4\pi\sum_{LM}i^LS_{LM}(\hat{\mathbf G})\,A^a_{LM}(G),\qquad A^a_{LM}(G)=\sum_{ij}D^a_{ij}\,\mathcal G^{LM}_{ij}\,I^L_{ij}(G),\tag{17}$$

with the spherical Bessel transform of the partial-wave products

$$I^L_{ij}(G)=\int_0^{r_c}\left[u_i(r)u_j(r)-\tilde u_i(r)\tilde u_j(r)\right]j_L(Gr)\,dr\tag{18}$$

and the real Gaunt coefficient

$$\mathcal G^{LM}_{ij}=\int S_{l_im_i}S_{l_jm_j}S_{LM}\,d\hat{\mathbf r}.\tag{19}$$

If a dataset stores $R_i=u_i/r$ instead of $u_i$, (18) needs a factor $r^2$. The three factors in (17) have separate origins: $D$ comes from the crystal calculation, $I^L$ from the atomic dataset and the length of $\mathbf G$, and $\mathcal G$ is pure geometry. The direction of $\mathbf G$ enters only through $S_{LM}(\hat{\mathbf G})$. The integral (18) is done on the radial grid of the dataset, which is dense near the nucleus, so the rapid oscillation of $u_i$ costs nothing.

Two selection rules limit the sum. Under $\hat{\mathbf r}\to-\hat{\mathbf r}$ the integrand of (19) acquires $(-1)^{l_i+l_j+L}$, so $l_i+l_j+L$ must be even. Next, $r^lS_{lm}$ is a homogeneous polynomial of degree $l$, so $S_{l_im_i}S_{l_jm_j}$ is on the unit sphere a polynomial of degree $l_i+l_j$. Any homogeneous polynomial of degree $N$ is a sum of harmonic polynomials of degree $N,N-2,\dots$ times powers of $r^2$, so the product has no component with $L>l_i+l_j$. The integrand is symmetric in its three factors, so the same argument gives $l_i\le l_j+L$ and $l_j\le l_i+L$. Together,

$$|l_i-l_j|\le L\le l_i+l_j,\qquad l_i+l_j+L\ \text{even}.\tag{20}$$

The infinite series (15) thus ends at $L=2l_{\max}$ for every $\mathbf G$, however large.

Since all three functions in (19) are real, (2) can be inserted without conjugation:

$$\mathcal G^{LM}_{ij}=\sum_{m,m',M'}U^{(l_i)}_{m_im}U^{(l_j)}_{m_jm'}U^{(L)}_{MM'}\int Y_{l_im}Y_{l_jm'}Y_{LM'}\,d\hat{\mathbf r},$$

and the integral of three complex harmonics is the standard product of two Wigner $3j$ symbols times $[(2l_i+1)(2l_j+1)(2L+1)/4\pi]^{1/2}$, nonzero only for $m+m'+M'=0$. One can also do without $3j$ symbols, because the integrand is a polynomial. Evaluate $\int x^{2\alpha}y^{2\beta}z^{2\gamma}e^{-r^2}d^3r$ twice, with $N=\alpha+\beta+\gamma$. In Cartesian form each factor is $\int x^{2\alpha}e^{-x^2}dx=\sqrt\pi(2\alpha-1)!!/2^\alpha$. In polar form it is the angular integral times $\int_0^\infty r^{2N+2}e^{-r^2}dr=\sqrt\pi(2N+1)!!/2^{N+2}$. Dividing,

$$\int x^{2\alpha}y^{2\beta}z^{2\gamma}d\hat{\mathbf r}=4\pi\,\frac{(2\alpha-1)!!\,(2\beta-1)!!\,(2\gamma-1)!!}{(2N+1)!!},\tag{21}$$

with $(-1)!!=1$; monomials with an odd power integrate to zero by reflection. Equation (21) gives $4\pi/3$, $4\pi/15$ and $4\pi/105$ for $z^2$, $x^2y^2$ and $x^2y^2z^2$, which fixes the normalizations $S_{10}=\sqrt{3/4\pi}\,z$, $S_{2,-2}=\sqrt{15/4\pi}\,xy$ and $S_{3,-2}=\sqrt{105/4\pi}\,xyz$. The coefficient that couples $p_z$ and $d_{xy}$ to $f_{xyz}$ is then $\sqrt{3\cdot15\cdot105}\,(4\pi)^{-3/2}\,(4\pi/105)=\sqrt{3/7}/\sqrt{4\pi}=0.184674$. The one that couples $s$ and $f_{xyz}$ to $f_{xyz}$ is $S_{00}=1/\sqrt{4\pi}=0.282095$, by normalization.

### The core form factor

For the spherical core, write $n_c(r)=\sqrt{4\pi}\,n_c(r)S_{00}$. Orthonormality keeps only $L=0$ in (15), and the prefactor is $4\pi S_{00}\sqrt{4\pi}=4\pi$:

$$f_c^a(G)=\int_0^\infty4\pi r^2n_c^a(r)\,j_0(Gr)\,dr .\tag{22}$$

The upper limit is infinity, as (9) demands. The core density is not confined to the augmentation sphere, and semicore shells such as the $3d$ shell of germanium leak out of it.

A closed form exists for a Slater shell of $N$ electrons, with radial density $4\pi r^2n=N(2\zeta)^{2n+1}r^{2n}e^{-2\zeta r}/(2n)!$. Write $j_0=\sin(Gr)/(Gr)={\rm Im}\,e^{iGr}/(Gr)$ and use $\int_0^\infty r^{2n-1}e^{-\beta r}dr=(2n-1)!/\beta^{2n}$, valid for ${\rm Re}\,\beta>0$, with $\beta=2\zeta-iG$. Since $(2n-1)!/(2n)!=1/2n$,

$$f(G)=\frac{N(2\zeta)^{2n+1}}{2nG}\,{\rm Im}\,(2\zeta-iG)^{-2n}.\tag{23}$$

As $G\to0$, ${\rm Im}(2\zeta-iG)^{-2n}\to2nG(2\zeta)^{-2n-1}$ and $f\to N$. For $n=1$, $(2\zeta-iG)^{-2}=(2\zeta+iG)^2/(4\zeta^2+G^2)^2$ has imaginary part $4\zeta G/(4\zeta^2+G^2)^2$, so $f=N/(1+G^2/4\zeta^2)^2$. The slow $G^{-4}$ tail is the signature of the nuclear cusp. A uniform grid must first resolve the length $1/\zeta$, and even then this tail lets its error fall only as a power of the spacing.

### The structure factor and its limits

Collecting (8), (9), (10), (17) and (22),

$$F(\mathbf G)=\tilde n(\mathbf G)+\sum_ae^{i\mathbf G\cdot\mathbf R_a}\left[\Delta F^a(\mathbf G)+f_c^a(G)\right]+X(\mathbf G),\tag{24}$$

where $X(\mathbf G)=\sum_ae^{i\mathbf G\cdot\mathbf R_a}\int x^ae^{i\mathbf G\cdot\mathbf s}d^3s$. The PAW structure factor $F_{\rm PAW}$ is (24) without $X$. Equation (24) is an identity for the density of the states (4) plus frozen cores. $F_{\rm PAW}$ differs from it by $X(\mathbf G)$, which vanishes for every $\mathbf G$ if the smooth partial waves are complete in the spheres.

At $\mathbf G=0$, (14) gives $j_L(0)=\delta_{L0}$, and $\mathcal G^{00}_{ij}=S_{00}\delta_{l_il_j}\delta_{m_im_j}$. The prefactor is $4\pi S_{00}^2=1$, so

$$\Delta F^a(0)=\sum_{ij}D^a_{ij}\Delta S_{ij},\qquad\Delta S_{ij}=\delta_{l_il_j}\delta_{m_im_j}\int_0^{r_c}(u_iu_j-\tilde u_i\tilde u_j)\,dr .\tag{25}$$

Then $\tilde n(0)+\sum_a\Delta F^a(0)=\sum f\langle\tilde\psi|S|\tilde\psi\rangle$, with the PAW overlap operator $S=1+\sum_{a,ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|$. PAW states are normalized with $S$, so $F_{\rm PAW}(0)$ is the number of electrons exactly, for any set of partial waves. The sum rule tests the bookkeeping but says nothing about completeness. The true norm of the states (4) differs from it by $X(0)$.

At small $G$, (14) in (17) gives $A_{LM}\to G^LQ_{LM}/(2L+1)!!$, with

$$Q_{LM}=\sum_{ij}D_{ij}\mathcal G^{LM}_{ij}\int_0^{r_c}r^L(u_iu_j-\tilde u_i\tilde u_j)\,dr ,\tag{26}$$

the multipole moments of $n^1-\tilde n^1$. The compensation charge of these valence terms, $\hat n=\sum Q_{LM}\,g_L(r)S_{LM}$ with smooth shape functions obeying $\int g_Lr^{L+2}dr=1$, is built to have the same moments. Its transform is (17) with $A_{LM}$ replaced by $Q_{LM}\int g_Lj_L(Gr)r^2dr$, which by (14) has the same leading term. The two differ at relative order $G^2$ in each channel. For $L=0$, with $4\pi S_{00}=\sqrt{4\pi}$ and $j_0=1-x^2/6$,

$$\Delta F-\hat n(\mathbf G)=-\frac{\sqrt{4\pi}\,G^2}{6}\left[\sum_{ij}D_{ij}\mathcal G^{00}_{ij}\int r^2(u_iu_j-\tilde u_i\tilde u_j)dr-Q_{00}\int g_0r^4dr\right]+\dots\tag{27}$$

So $\tilde n+\hat n$ has the right charge and the right electrostatic field outside the spheres, but the wrong form factor once $Gr_c$ is of order one, which is already the case for the first Bragg reflection. The same argument applies to the pseudized augmentation functions of an ultrasoft pseudopotential, which inside their pseudization radius conserve only the moments; once $G$ times that radius is of order one, the unpseudized products in (18) are needed there too.

Equation (24) fails or needs additions in the following cases. If spheres overlap, products $\Delta_a^*\Delta_b$ appear in (5). If the core relaxes or polarizes in the crystal, (22) misses it. For comparison with measured intensities, thermal motion is needed. The factor $e^{-W_a}$ can be attached to the site terms directly, but $\tilde n(\mathbf G)$ belongs to no atom, and giving it a Debye–Waller factor requires a partition that is unambiguous only when all atoms vibrate equivalently and the charge is assumed to follow them rigidly.

This part has derived the structure factor (24) as a sum of smooth, one-centre and core terms plus the term $X$ that PAW drops, and has examined its limits at zero and small $G$. What remains is to find the selection rules in the diamond structure, to work through a model of germanium, and to describe what the numerical check tests.
